# When solute stress enhances diffusion through a thin elastic plate

## The decision in the calculation

A diffusion solver for a solute that swells its host needs a rule for the diffusivity. The question is whether to replace $D$ by

$$D_{\rm eff}=D(1+kc),\qquad k=\frac{2E\Omega^2}{9(1-\nu)RT}. \tag{1}$$

Here $c$ is the solute concentration, $\Omega$ its partial molar volume, $E$ Young's modulus and $\nu$ Poisson's ratio. The answer depends on whether the plate curves:

- If a free plate is charged equally from both faces, it stays flat by symmetry and (1) applies.
- If a plate is held flat by edge moments, with no net in-plane force, (1) applies for any profile.
- If a free plate is charged from one side, it bends. The flux then contains a second, non-local term, which in steady permeation removes the enhancement completely.

The boundary condition matters as well. Fixing the surface concentration and fixing the chemical potential of the surroundings give different fluxes when the surface is stressed.

## Model and conventions

The plate has thickness $h$, much smaller than its width. The coordinate $z$ runs from the inlet face, $z=0$, to the outlet face, $z=h$, and $x=z/h$. A prime means $d/dx$. Directions 1 and 2 lie in the plane and direction 3 is the normal. Tensile stress is positive, and $J$ is positive from inlet to outlet.

The solute is interstitial, dilute and ideal, so it moves through a lattice that is neither created nor destroyed. Concentration is counted per unit reference volume. The solid is isotropic and elastic, strains are small, and $E,\nu,\Omega,D$ are constants. The solute-free solid is the reference for strain. Since $\Omega c$ is the relative volume change, each linear dimension changes by $\Omega c/3$, and the elastic strain is

$$\varepsilon^{e}_{ij}=\varepsilon_{ij}-\frac{\Omega c}{3}\delta_{ij}. \tag{2}$$

The concentration varies only through the thickness, and the region considered is away from the edges.

## Chemical potential under stress

The free energy per volume is the ideal mixing term plus the elastic energy $w=\tfrac12\sigma_{ij}\varepsilon^e_{ij}$:

$$f=\mu_0c+RTc\left(\ln\frac{c}{c^\circ}-1\right)+w,$$

where $c^\circ$ is a constant unit of concentration, dropped from logarithms below. The mixing part has derivative $\mu_0+RT\ln c$. For the elastic part, linear elasticity gives $\delta w=\sigma_{ij}\,\delta\varepsilon^e_{ij}$, and with (2)

$$\delta w=\sigma_{ij}\,\delta\varepsilon_{ij}-\frac{\Omega}{3}\sigma_{ii}\,\delta c
=\sigma_{ij}\,\delta\varepsilon_{ij}-\Omega\sigma_h\,\delta c,\qquad \sigma_h=\frac{\sigma_{ii}}{3}.$$

Integrated over the plate, the term with $\delta\varepsilon_{ij}$ is the virtual work of the external loads. It is zero for a free plate, which has no loads. It is also zero for a plate held flat, because the holding moments act on a curvature that does not change. Therefore

$$\mu=\mu_0+RT\ln c-\Omega\sigma_h. \tag{3}$$

Tension lowers the chemical potential of a solute that expands the lattice.

## Stress in the plate

Equilibrium through the thickness gives $d\sigma_{33}/dz=0$. The faces carry no traction, so $\sigma_{33}=0$ throughout. In-plane isotropy gives $\sigma_{11}=\sigma_{22}=\sigma(z)$, and hence $\sigma_h=2\sigma/3$.

A thin plate can stretch uniformly and bend, so its total in-plane strain is $e_0+\kappa\zeta$, with $\zeta=z-h/2$ and curvature $\kappa$. Hooke's law for the elastic in-plane strain reads $\varepsilon^e_{11}=(\sigma_{11}-\nu\sigma_{22}-\nu\sigma_{33})/E=(1-\nu)\sigma/E$. Setting this equal to $e_0+\kappa\zeta-\Omega c/3$ gives

$$\sigma=-\frac{E}{1-\nu}\left[\frac{\Omega c}{3}-e_0-\kappa\zeta\right]. \tag{4}$$

**Force balance.** The condition $\int_0^h\sigma\,dz=0$, together with $\int_0^h\zeta\,dz=0$, gives $e_0=\Omega\bar c/3$, where $\bar c=\int_0^1c\,dx$.

**Moment balance.** For a plate free to bend, $\int_0^h\sigma\zeta\,dz=0$. Since $\int_0^h\zeta\,dz=0$ and $\int_0^h\zeta^2dz=h^3/12$,

$$\kappa\frac{h^3}{12}=\frac{\Omega}{3}\int_0^hc\,\zeta\,dz=\frac{\Omega h^2}{3}\int_0^1c\left(x-\tfrac12\right)dx.$$

Define

$$g=12\int_0^1c\left(x-\tfrac12\right)dx. \tag{5}$$

Then $\kappa=\Omega g/(3h)$. To see what $g$ measures, note that $x-\frac12$ is the derivative of $-\frac12x(1-x)$, which vanishes at both faces. Integration by parts gives

$$g=\int_0^16x(1-x)\,c'\,dx,\qquad \int_0^16x(1-x)\,dx=1. \tag{6}$$

So $g$ is a weighted average of the concentration slope, with most weight at mid-plane and none at the faces. Form (5) is convenient in code because it needs no derivative. For example, $c=200+800(1-x)^3$ mol/m³ gives $g=9600\,(1/20-1/8)=-720$ mol/m³, which can serve as a unit test.

Substituting $e_0$ and $\kappa\zeta=(\Omega g/3)(x-\frac12)$ into (4),

$$\sigma=-\frac{E\Omega}{3(1-\nu)}\left[c-\bar c-g\left(x-\tfrac12\right)\right]. \tag{7}$$

Regions richer in solute than the straight line $\bar c+g(x-\frac12)$ are in compression. For a plate held flat, $\kappa=0$ and the term with $g$ is omitted.

## The flux and its two terms

Insert $\sigma_h=2\sigma/3$ and (7) into (3). The prefactor is $\Omega\cdot\frac23\cdot E\Omega/[3(1-\nu)]=2E\Omega^2/[9(1-\nu)]=kRT$, so

$$\frac{\mu-\mu_0}{RT}=\ln c+k\left[c-\bar c-g\left(x-\tfrac12\right)\right]. \tag{8}$$

The factor 9 comes from one 3 in the linear swelling and one 3 in the mean stress. The 2 counts the two stressed directions.

The flux is mobility times concentration times driving force, $J=-(Dc/RT)\,\partial\mu/\partial z$. With $\partial/\partial z=h^{-1}d/dx$, and with $\bar c$ and $g$ independent of $x$,

$$J=-\frac{Dc}{h}\left[\frac{c'}{c}+k(c'-g)\right]
=-\frac Dh\left[(1+kc)\,c'-kcg\right]. \tag{9}$$

This is the expression to implement, with $\partial c/\partial t=-\partial J/\partial z$. When $g=0$, or when bending is prevented, it reduces to Fick's law with the diffusivity (1). A profile symmetric about mid-plane has $g=0$, because $x-\frac12$ in (5) is odd about that plane.

The enhancement arises because solute-rich regions are compressed and solute-poor regions are stretched, so the stress gradient pushes solute down the concentration gradient. Bending relieves the part of the stress that is linear in $x$, and the drift $+Dkcg/h$ takes back the corresponding part of the push.

In an implicit scheme the local terms give a tridiagonal Jacobian. With fixed surface concentrations, the dependence of $g$ on all nodal concentrations adds a matrix of rank one, since every flux contains the same scalar $g$. If the surface condition (13) below is used instead, $\bar c$ also enters the boundary rows, and the non-local part has rank two for a free plate and rank one for a flat plate.

## Steady permeation at fixed surface concentrations

Let $c(0)=c_1>c(1)=c_2$. In the steady state $J$ does not depend on $x$.

**Plate held flat.** Equation (9) without $g$ is $Jh/D=-(1+kc)c'=-(c+kc^2/2)'$. Integration from 0 to 1 gives

$$J=\frac Dh\left[c_1-c_2+\frac k2(c_1^2-c_2^2)\right]
=\frac{D(c_1-c_2)}{h}\left[1+k\frac{c_1+c_2}{2}\right]. \tag{10}$$

The gain is the local factor evaluated at the mean of the two surface concentrations.

**Plate free to bend.** Write $q=-Jh/D$, a constant. Equation (9) becomes $q=(1+kc)c'-kcg$. Subtracting $g$ from both sides gives $q-g=(1+kc)(c'-g)$, or

$$c'-g=\frac{q-g}{1+kc}. \tag{11}$$

Multiply by $6x(1-x)$ and integrate. By (6) the left side becomes $g-g=0$. The right side becomes $q-g$ times a positive number, because $1+kc>0$. Hence $q=g$, and (11) then gives $c'=g$ everywhere. The profile is a straight line of slope $g=c_2-c_1$, and

$$J=\frac{D(c_1-c_2)}{h}. \tag{12}$$

The stress (7) vanishes, because a straight profile swells the plate into a curved shape that needs no elastic strain. Within this model there is no other steady state and no enhancement, whatever the size of $k$.

**Partial restraint.** Suppose a linear elastic support resists bending with moment $S\kappa$ per unit width. Let $B=Eh^3/[12(1-\nu)]$, and let $\kappa_f=\Omega g/(3h)$ be the free curvature. From (4), $\int\sigma\zeta\,dz=B(\kappa-\kappa_f)$, and this must equal $-S\kappa$. Hence $\kappa=\beta\kappa_f$ with $\beta=B/(B+S)$, and $g$ in (9) is replaced by $\beta g$. The support's own energy enters the total, which remains stationary with respect to strain, so (3) still holds. Integrating the steady flux equation over $x$ gives

$$-\frac{Jh}{D}=(c_2-c_1)\left[1+k\frac{c_1+c_2}{2}\right]-k\beta g\bar c .$$

To first order in $k$ the last term may be evaluated on the straight profile, where $g=c_2-c_1$ and $\bar c=(c_1+c_2)/2$. The gain is then $1+(1-\beta)k(c_1+c_2)/2$, which joins the flat limit $\beta=0$ to the free limit $\beta=1$.

## Steady permeation between fixed chemical potentials

A gas or melt in local equilibrium with a face fixes $\mu$ there, not $c$. Let $a_i$ be the concentration that reservoir $i$ would produce in stress-free solid, so that $\mu=\mu_0+RT\ln a_i$ at face $i$. From (8), the surface condition for a solver is

$$\ln c_i+k\left[c_i-\bar c-g\left(x_i-\tfrac12\right)\right]=\ln a_i, \tag{13}$$

with $g$ omitted for a flat plate. In general the surface concentration changes with time, because $\bar c$ and $g$ do.

For the free plate in steady state, the argument after (11) used no boundary condition. The profile is straight, the stress is zero, $c_i=a_i$, and $J=D(a_1-a_2)/h$.

For the flat plate, compression lowers the inlet concentration and tension raises the outlet concentration. This opposes the gain in (10), and the balance requires an expansion to second order in $k$. Let $d=a_1-a_2$ and $A=(a_1+a_2)/2$. Condition (13) reads $c_ie^{kc_i}=b_i$ with $b_i=a_ie^{k\bar c}$. Its series solution is

$$c_i=b_i-kb_i^2+\tfrac32k^2b_i^3+\dots$$

The quantity that is linear in $x$ is $p=c+kc^2/2$. At the faces, using $c_i^2=b_i^2-2kb_i^3+\dots$,

$$p_i=b_i-\tfrac12kb_i^2+\tfrac12k^2b_i^3+\dots \tag{14}$$

The mean $\bar c$ is needed to first order. There $b_i=a_i(1+kA)$, so $p_i=a_i+kAa_i-\frac12ka_i^2$. Since $(a_1^2+a_2^2)/2=A^2+d^2/4$, the average of $p$ is $A+\frac12kA^2-\frac18kd^2$. Inverting the definition of $p$ gives $c=p-\frac12kp^2$, and the average of $p^2$ over a straight line is $A^2+d^2/12$ at leading order. Therefore

$$\bar c=A+\tfrac12kA^2-\tfrac18kd^2-\tfrac12k\left(A^2+\tfrac1{12}d^2\right)=A-\tfrac16kd^2.$$

It follows that $e^{k\bar c}=1+kA+k^2(\frac12A^2-\frac16d^2)+\dots$. The scaled flux is $Jh/D=p_1-p_2$. With $a_1^2-a_2^2=2Ad$ and $a_1^3-a_2^3=d(3A^2+d^2/4)$, equation (14) gives

$$\frac{Jh}{Dd}=1+k(A-A)+k^2\left[\tfrac12A^2-\tfrac16d^2-2A^2+\tfrac32A^2+\tfrac18d^2\right]+\dots$$

The terms in $A^2$ cancel, leaving

$$J=\frac{D(a_1-a_2)}{h}\left[1-\frac{k^2(a_1-a_2)^2}{24}+\dots\right]. \tag{15}$$

The first-order enhancement is gone, and the leading correction is a small reduction. The factor $1+kc$ multiplies the flux at a given concentration gradient; it is not by itself a gain in permeation between given reservoirs.

## Worked example

The parameters are round model values: $E=200$ GPa, $\nu=0.3$, $\Omega=6$ cm³/mol, $T=1000$ K, $D=10^{-14}$ m²/s and $h=10$ µm. The surface concentrations are 1000 and 200 mol/m³. The largest swelling strain is $\Omega c_1/3=0.002$, which is small as assumed. The coefficient is

$$k=\frac{2(2\times10^{11})(6\times10^{-6})^2}{9(0.7)(8.314)(1000)}=2.75\times10^{-4}\ \text{m}^3/\text{mol}.$$

The local factor is therefore 1.27 at the inlet concentration and 1.05 at the outlet concentration.

**Fixed surface concentrations.** Without stress, $J=10^{-14}\times800/10^{-5}=8.00\times10^{-7}$ mol/(m² s), and the free plate has the same flux. Held flat, the plate gains the factor $1+2.75\times10^{-4}\times600=1.165$, so the flux is $9.32\times10^{-7}$ mol/(m² s).

The flat plate carries $-221$ MPa at the inlet face and $+236$ MPa at the outlet face. By (7) their difference is $[E\Omega/3(1-\nu)]\times800=457$ MPa. The tension is the larger because $c'=-(Jh/D)/(1+kc)$ is steeper where $c$ is low. The profile thus lies above the straight line between its ends, and $\bar c$ is nearer to $c_1$ than to $c_2$. These numbers assume that the solid stays elastic; many metals would creep or yield under such stresses at 1000 K. Whether a brittle layer survives this tension is a separate question of flaw size and toughness.

The free plate instead bends to a radius $3h/[\Omega(c_1-c_2)]=6.25$ mm, convex on the inlet side. Across a width $L=100$ µm the bow is $L^2/(8\times6.25\ \text{mm})=0.20$ µm, small compared with $h$.

**Fixed reservoirs.** With $a_1=1000$ and $a_2=200$ mol/m³, the surface concentrations of the flat plate become 912 and 221 mol/m³. Equation (10) then gives a scaled flux $691\times(1+k\times566)\approx799$ mol/m³, against 800 without stress. The computed ratio is 0.9985. The series (15) gives 0.9980, so at this $k$ it overstates the small reduction by about a third.

**One-sided charging.** Start from a uniform 200 mol/m³ and raise the inlet surface to 1000 mol/m³. At early times the added solute occupies a thin layer. For a linear ramp of depth $\delta h$, equation (6) gives $g/c'(0)=3\delta^2-2\delta^3$, so the bending drift is at first negligible and the local factor holds near the inlet. The entry flux of the free plate relative to the flat one is 0.994 at 30 s, 0.958 at 300 s, 0.868 at 3000 s and 0.858 at 30 000 s. The last value is $1/1.165$, the steady ratio; the diffusion time $h^2/D$ is 10 000 s. These fluxes are taken at the first cell face, $0.005h$ below the surface.

**Two-sided charging.** With both surfaces held at 1000 mol/m³, the free plate reaches a fractional uptake of 0.55 after 500 s, against 0.50 without the stress term. Here the free plate does show the enhancement (1). This comparison is for fixed surface concentrations. If the surroundings fix the chemical potential instead, compression at the surfaces lowers the concentration there during charging, and (13) must be used; faster uptake then does not follow from (1).

The numerical output follows this section. Its energy-based results come from minimizing the elastic energy of a discretized plate, with the in-plane strain restricted to the form $e_0+\kappa\zeta$ and the normal strain free, and differentiating it with respect to concentration, without using (7) or $k$. Tests against that calculation cover the stress, the curvature, the flux (9) with and without bending, and the steady fluxes. The coefficient in (15) was tested at small $k$ against the closed flat-plate solution.

## Where the result stops

**Large bow.** Bending a wide plate equally in both directions also stretches it in its plane. Once the bow is comparable with $h$, this stretching resists further curvature, and the linear relation between $\kappa$ and $g$ fails.

**Attached layers.** A thin elastic layer on a thick rigid substrate has $\kappa=0$ but an imposed strain $e_0$. Equation (4) then replaces $\bar c$ in (8) by $3e_0/\Omega$. This constant drops out of the gradient, so (1) still holds locally. It does not drop out of the surface condition (13), so (15) does not apply. A growing scale that creates lattice at its interfaces or inside itself needs a further strain term.

**Stress-dependent mobility.** If the jump has an activation volume $V$, then $D$ is multiplied by $\exp(\sigma_hV/RT)$. By (8), $\sigma_h\Omega/RT=-k[c-\bar c-g(x-\frac12)]$, so the relative change in $D$ is of order $k(c-\bar c)V/\Omega$. For $V$ comparable with $\Omega$, and concentration differences comparable with $c$ itself, this local change is of the same order as $kc$ and can alter profiles and transient fluxes. In steady permeation through the flat plate with fixed surface concentrations it cancels from the flux to first order in $k$: its contribution is proportional to $\int_0^1(c-\bar c)\,c'\,dx$, which is zero on the straight profile. In the steady free plate there is no stress, so the change in $D$ itself vanishes.

**Inelastic relaxation.** With plastic flow or creep, the stress depends on the history of the concentration and no longer follows (7), so (9) with the elastic $k$ does not describe the flux. In a flat plate, creep relaxes the stress gradient while a concentration profile is held. If the solute is then removed, a stress gradient of the opposite sign can remain. Concentrated solutions need a non-ideal $\mu$ and site blocking in the mobility.

## Values computed for the example and the checks

```
Young modulus E: 200 GPa
Poisson ratio nu: 0.3
partial molar volume Omega: 6.0 cm^3/mol
temperature T: 1000 K
diffusivity D: 1.0e-14 m^2/s
thickness h: 10 micrometre
plate width: 100 micrometre
inlet, outlet concentration: 1000, 200 mol/m^3
diffusion time h^2/D: 10000 s
coefficient k: 2.7491e-04 m^3/mol
local factor 1+kc at inlet concentration: 1.2749
local factor 1+kc at outlet concentration: 1.0550
largest relative error of local flux law: 1.7e-05
slope g of cubic one-sided test profile: -720.0 mol/m^3
Steady permeation
Fick flux D(c1-c2)/h: 8.0000e-07 mol/(m^2 s)
free plate, numerical flux / Fick flux: 1.00000
flat plate, numerical flux / Fick flux: 1.16494
flat plate, formula flux / Fick flux: 1.16494
flat plate flux: 9.3196e-07 mol/(m^2 s)
flat plate, stress at inlet face: -221.4 MPa
flat plate, stress at outlet face: 235.8 MPa
free plate, radius of curvature: 6.250 mm
free plate, bow across width: 0.200 micrometre
Flat plate, fixed reservoir chemical potentials
surface concentration at inlet: 911.7 mol/m^3
surface concentration at outlet: 220.5 mol/m^3
flux / Fick flux, closed solution: 0.99850
flux / Fick flux, energy-based solution: 0.99850
flux / Fick flux, second-order series: 0.99798
One-sided charging, entry flux free plate / flat plate
at t = 30 s: 0.9941
at t = 300 s: 0.9575
at t = 3000 s: 0.8675
at t = 30000 s: 0.8584
Two-sided charging of free plate, t = 500 s
fractional uptake with stress: 0.5505
fractional uptake without stress: 0.5041
```
